# Potential alignment as a difference of second radial moments

A charged defect is placed in a periodic supercell. The calculation returns the energy of a lattice of defects in a compensating background, while the wanted energy is that of one defect. One remedy expands the difference in powers of $1/L$; its $L^{-3}$ term contains the second radial moment of the defect charge. Another replaces the defect by a model charge, corrects the model's energy, and adds an alignment term read from the potential far from the defect. The second remedy never asks for a moment. Does its alignment term contain the same physics?

## Setting and signs

I use atomic units. The cell is a simple cube of side $L$ and volume $\Omega=L^3$. The defect charge $\rho_d$ has total charge $q$, and $V$ is the potential felt by a positive test charge. The surroundings are a homogeneous linear medium with one dielectric constant $\varepsilon$ at all wave vectors, an assumption dropped in the last stage. The average of the periodic potential over the cell is set to zero. The energies are

$$E_{\rm per}=\tfrac12\int_\Omega\rho\,V_{\rm per}\,d^3r,\qquad E_{\rm iso}=\tfrac12\int\rho\,V_{\rm iso}\,d^3r .$$

The uniform background $-q/\Omega$ adds nothing to $E_{\rm per}$, because it multiplies the average of $V_{\rm per}$, which is zero. The correction to be added to the supercell energy is $E_{\rm iso}-E_{\rm per}$.

The moments are

$$Q=\int r^2\rho\,d^3r,\qquad \mathbf p=\int\mathbf r\,\rho\,d^3r .$$

For $q\neq0$ the origin can be put at the centroid $\mathbf p/q$, which makes $\mathbf p=0$.

## First stage: a point charge, then a spherical one

Let $G(\mathbf r)$ be the zero-average potential, in vacuum, of a lattice of unit point charges with its background:

$$\nabla^2G=-4\pi\Big[\sum_{\mathbf R}\delta(\mathbf r-\mathbf R)-\frac1\Omega\Big].$$

Write $G=1/r+w$. The term $1/r$ accounts for the charge at the origin, and the next charges are at distance $L$. Inside $r<L$, therefore, $\nabla^2w=4\pi/\Omega$. Since $\nabla^2r^2=6$, the function $2\pi r^2/(3\Omega)$ has this Laplacian, and the rest of $w$ is harmonic.

The harmonic part must have the symmetry of the cube. Inversion removes odd $l$. For $l=2$, the quadratic forms invariant under the cubic group are multiples of $r^2$, which is not harmonic. What remains is a constant and terms from $l=4$ on:

$$w(\mathbf r)=-\frac{\alpha}{L}+\frac{2\pi r^2}{3\Omega}+h(\mathbf r),\qquad h=O(r^4/L^5).$$

The constant scales as $1/L$ because lengths in $G$ scale with $L$. An Ewald sum gives $\alpha=2.837297$.

For a point charge, the difference between periodic and isolated energy is the energy of the charge in its images and background:

$$E_{\rm per}-E_{\rm iso}=\frac{q^2w(0)}{2\varepsilon}=-\frac{\alpha q^2}{2\varepsilon L}.$$

It is negative: the background lies closer to each charge, on balance, than the other charges do.

For an extended charge the same difference is

$$E_{\rm per}-E_{\rm iso}=\frac1{2\varepsilon}\iint\rho(\mathbf r)\rho(\mathbf r')\,w(\mathbf r-\mathbf r')\,d^3r\,d^3r'.$$

The constant in $w$ gives $q^2$ times $-\alpha/L$. For the quadratic term, expand the square:

$$\iint\rho\rho'\,(r^2+r'^2-2\mathbf r\cdot\mathbf r')=2qQ-2p^2 .$$

Multiplied by $\tfrac1{2\varepsilon}\cdot\tfrac{2\pi}{3\Omega}$, this is $2\pi(qQ-p^2)/(3\varepsilon\Omega)$.

For a spherical charge $h$ drops out. Averaging a harmonic function over a sphere gives its value at the centre, so the integral over $\mathbf r$ gives $q\,h(-\mathbf r')$ and the integral over $\mathbf r'$ gives $q^2h(0)=0$. This requires $|\mathbf r-\mathbf r'|<L$ for all pairs, which means that the charge does not overlap its images. With $p=0$,

$$E_{\rm iso}-E_{\rm per}=\frac{\alpha q^2}{2\varepsilon L}-\frac{2\pi qQ}{3\varepsilon L^3}.\tag{1}$$

The second term is the Makov-Payne term of order $L^{-3}$. When the charge shrinks to a point, $Q\to0$ and the point result returns.

As an example take $q=2$, $\varepsilon=10$, $L=20$ bohr and

$$\rho_d=\frac{q\,e^{-r/b}}{8\pi b^3},\qquad b=0.7\text{ bohr}.$$

Its moment is $Q_d=12qb^2=11.76\;e\,\text{bohr}^2$. The two terms of (1) are, in mhartree,

$$\frac{2.837297\cdot4}{2\cdot10\cdot20}\to28.37297,\qquad-\frac{2\pi\cdot2\cdot11.76}{3\cdot10\cdot8000}\to-0.61575,$$

with sum $27.75722$. An isolated energy from real-space quadrature and a periodic energy from a reciprocal sum give $89.28571-61.52849=27.75722$ mhartree. The exponential tail is not strictly compact, but its overlap with the images does not show in these digits.

## Second stage: where the plateau comes from

Now introduce a spherical model charge $\rho_m$ with the same $q$ and the same centre. The difference $\delta\rho=\rho_d-\rho_m$ is neutral and spherical, so its isolated potential vanishes outside it. In a supercell, however, the difference of the two periodic potentials levels off far away at a value $C$ that is generally not zero.

The value follows from the integral of the isolated potential. In Fourier space $\hat V_{\rm iso}(k)=4\pi\,\delta\hat\rho(k)/(\varepsilon k^2)$. At small $k$,

$$\delta\hat\rho(\mathbf k)=\int\delta\rho\,\Big[1-i\mathbf k\cdot\mathbf r-\tfrac12(\mathbf k\cdot\mathbf r)^2+\dots\Big]d^3r=-\frac{k^2}{6}\Delta Q+\dots,\qquad\Delta Q=Q_d-Q_m .$$

The first term vanishes by neutrality and the second by symmetry; in the third, $(\mathbf k\cdot\mathbf r)^2$ averages to $k^2r^2/3$ over directions. The limit $k\to0$ gives

$$\int V_{\rm iso}[\delta\rho]\,d^3r=-\frac{2\pi\,\Delta Q}{3\varepsilon}.\tag{2}$$

The periodic sum of the isolated potentials solves the Poisson equation for the lattice of neutral charges. Its cell average is the integral (2) divided by $\Omega$. The periodic calculation removes this average:

$$V_{\rm per}[\delta\rho](\mathbf r)=\sum_{\mathbf R}V_{\rm iso}[\delta\rho](\mathbf r-\mathbf R)-\frac1\Omega\int V_{\rm iso}[\delta\rho]\,d^3r .$$

Far from every defect the sum vanishes, and

$$C=\frac{2\pi\,\Delta Q}{3\varepsilon L^3}.\tag{3}$$

The plateau is minus the average that was subtracted. If $q>0$ and the true charge is wider than the model, the integrated difference potential is negative and the plateau is positive; for $q<0$ both signs reverse.

For a Gaussian model proportional to $e^{-r^2/2s^2}$ with $s=1$ bohr, $Q_m=3qs^2=6$, so $\Delta Q=5.76\;e\,\text{bohr}^2$. Quadrature of the isolated potential gives $-1.20637$ hartree bohr³/$e$. Dividing by $-8000$ bohr³ gives $0.150796$ mhartree/$e$, equal to the potential difference found at the cell corner by a reciprocal sum.

At a face centre the sum gives $0.150201$, which is 0.4% of $C$ lower. Part of this is a real tail. Outside the Gaussian,

$$V_{\rm iso}[\delta\rho]=-\frac{q}{\varepsilon r}\Big(1+\frac{r}{2b}\Big)e^{-r/b},$$

as two derivatives of $rV$ confirm. Two defects at 10 bohr contribute about $-0.0002$ mhartree/$e$, a third of the deviation. The remainder comes from the finite cutoff of the reciprocal sum and shrinks when the cutoff is raised.

## Third stage: the alignment energy

Apply (1) to the true charge and to the model. Call the model's own correction $E_{\rm lat}$:

$$E_{\rm lat}=\frac{\alpha q^2}{2\varepsilon L}-\frac{2\pi qQ_m}{3\varepsilon L^3}.$$

Subtracting it from (1) for $\rho_d$ cancels the $1/L$ terms, since both charges have the same $q$:

$$(E_{\rm iso}-E_{\rm per})_d-E_{\rm lat}=-\frac{2\pi q(Q_d-Q_m)}{3\varepsilon L^3}=-qC .$$

Hence

$$\boxed{(E_{\rm iso}-E_{\rm per})_d=E_{\rm lat}-qC,\qquad -qC=-\frac{2\pi q\,\Delta Q}{3\varepsilon L^3}}\tag{4}$$

The alignment term is the $L^{-3}$ Makov-Payne term with the moment replaced by the difference of moments. If potential energies of an electron are compared instead, the plateau changes sign and the term is $+q$ times that plateau.

The factor $q$, rather than $q/2$, deserves a second look, since electrostatic energies carry a factor one half. Inside the home cell, put $\varphi_m=V_{\rm per}[\rho_m]-V_{\rm iso}[\rho_m]$. For the true charge the corresponding function is $\varphi_m+C$, because the images of $\delta\rho$ produce no potential there. Therefore

$$(E_{\rm per}-E_{\rm iso})_d=\tfrac12\int\rho_d\,\varphi_m\,d^3r+\tfrac12qC .$$

The constant $C$ supplies one half. The other is hidden in the first integral, because $\varphi_m$ contains the parabola $2\pi qr^2/(3\varepsilon\Omega)$, which the true charge and the model weight differently:

$$\tfrac12\int(\rho_d-\rho_m)\,\varphi_m\,d^3r=\tfrac12\cdot\frac{2\pi q\,\Delta Q}{3\varepsilon\Omega}=\tfrac12qC .$$

The constant part of $\varphi_m$ drops out by neutrality, and the harmonic part by sphericity.

Two limits show how the work is shared. For a point model, $Q_m=0$ and the alignment carries the whole $L^{-3}$ term. For a model with the moment of the true charge, here a Gaussian with $s=\sqrt{11.76/6}=1.4$ bohr, the alignment vanishes. For other widths the division changes while the sum stays fixed, as long as the model charge does not overlap its periodic images. In mhartree, with the true charge and cell held fixed:

- $s=0.6$ bohr: $28.25988-0.50265=27.75722$ (rounded).
- $s=1.0$ bohr: $28.05882-0.30159=27.75722$ (rounded).
- $s=1.6$ bohr: $27.56873+0.18850=27.75722$ (rounded).

Here $C$ was read from the potentials, not from (3). For $s=1$ bohr the alignment is $-0.0082$ eV out of a correction of $0.755$ eV. A large alignment term therefore need not signal a bad model: it can mean that the model's width differs from that of the defect.

## Fourth stage: charges that are not spherical

For a general neutral $\delta\rho$ without dipole, let $\Delta M_{ij}=\int r_ir_j\,\delta\rho\,d^3r$. Expanding $G(\mathbf r-\mathbf r')$ in $\mathbf r'$ gives, away from the charges,

$$V_{\rm per}[\delta\rho](\mathbf r)=\frac1{2\varepsilon}\sum_{ij}\Delta M_{ij}\,\partial_i\partial_jG(\mathbf r)+\dots$$

Split $\Delta M_{ij}=\tfrac13\Delta Q\,\delta_{ij}+T_{ij}$, with $T$ traceless. Away from the charges $\nabla^2G=4\pi/\Omega$, so the first part yields

$$\frac1{2\varepsilon}\cdot\frac{\Delta Q}3\cdot\frac{4\pi}\Omega=\frac{2\pi\,\Delta Q}{3\varepsilon\Omega}=C$$

at every such point. This derives (3) again, without using a sphere. The quadrupole part $T$ depends on position and, because two derivatives of $G$ scale as $L^{-3}$, it is of the same order as $C$. A larger cell does not make it small relative to the alignment.

The cell corner escapes this. It has full cubic symmetry, so $\partial_i\partial_jG$ there is proportional to $\delta_{ij}$ and gives zero with $T$. Third derivatives vanish by inversion, so the error starts at $L^{-5}$. Averaging over the three face centres also restores cubic symmetry and gives the same order.

The energy is less sensitive. Since $w$ has no $l=2$ term, a quadrupole leaves the $L^{-3}$ energy unchanged, and the function $h$ enters at $L^{-5}$. Thus (4) holds through order $L^{-3}$ for a non-spherical charge if $C$ is sampled with cubic symmetry.

Consider a Gaussian with widths 1.2, 1.2 and 1.6 bohr along $x,y,z$ in a cell of 24 bohr, with $q$, $\varepsilon$ and the model of width 1 bohr unchanged. Formula (3) gives $C=0.0739$ mhartree/$e$. The sampled values are:

- corner: $0.0734$;
- face centre along $x$: $-0.0456$;
- face centre along $z$: $0.3239$;
- average of three face centres: $0.0775$.

One face has the wrong sign and another is more than four times too large. The corner is 0.8% below $C$ and the average 5% above it. Between cells of 24 and 36 bohr, the spread between faces falls with exponent 3.015 in $1/L$, while the errors of the corner, the average and the energy formula fall with exponents 4.989, 5.015 and 5.006.

The centre matters too. Let a spherical true charge sit at $\mathbf d$ from the model's centre. Its energy is unchanged: about the old origin $Q$ grows by $qd^2$ and $p=qd$, so $qQ-p^2$ stays the same. The corner potential does change. There $\nabla G=0$ and $\partial_i\partial_jG=4\pi\delta_{ij}/(3\Omega)$, hence

$$\delta C=\frac q\varepsilon\cdot\frac12\cdot\frac{4\pi}{3\Omega}d^2=\frac{2\pi qd^2}{3\varepsilon\Omega}$$

to leading order. For $d=1$ bohr at $L=20$ bohr this is $0.0524$ mhartree/$e$; the reciprocal sum gives $0.0520$. Compared with $C=0.1508$, a misplacement of 1 bohr distorts the alignment by about a third. When the potential is sampled at the corner of the cell centred on the model, the model should therefore sit at the centroid of the charge.

## Fifth stage: screening that depends on wave vector

Close to a charge, electrons do not screen with the macroscopic constant. In a homogeneous medium, write

$$\frac1{\varepsilon(k)}=\frac1\varepsilon+\beta k^2+\dots$$

The part beyond $1/\varepsilon$ contributes an interaction $K(\mathbf r)$ with transform $4\pi[1/\varepsilon(k)-1/\varepsilon]/k^2$. Assume that it is short-ranged compared with $L$. Its integral is its transform at $k=0$, namely $4\pi\beta$. As in the second stage, dropping the $G=0$ component subtracts $4\pi\beta/\Omega$ from the periodic interaction. The plateau and the energy difference then change by

$$C\to C-\frac{4\pi\beta q}{\Omega},\qquad E_{\rm per}-E_{\rm iso}\to E_{\rm per}-E_{\rm iso}-\frac{2\pi\beta q^2}{\Omega}.$$

The potential is linear in the charge, while the energy is quadratic and carries its factor one half. In the third stage a second half came from the parabola. Here none comes, because the model's parabola knows only the macroscopic $\varepsilon$. So $qC$ changes by twice the change in energy, and identity (4) fails at the order at which it was meant to work.

In terms of moments, the potential is that of an effective charge $\varepsilon\hat\rho_d/\varepsilon(k)$ in a medium of constant $\varepsilon$. Its expansion is $q-k^2Q_d/6+\varepsilon\beta qk^2$, so its second moment is

$$Q_{\rm eff}=Q_d-6\varepsilon\beta q .$$

The alignment measures $Q_{\rm eff}-Q_m$, whereas the energy contains the mean $(Q_d+Q_{\rm eff})/2$. Combining the pieces, the model scheme exceeds the correct correction by

$$(E_{\rm lat}-qC)-(E_{\rm iso}-E_{\rm per})_d=\frac{2\pi\beta q^2}{L^3}.\tag{5}$$

For $\beta=0$ the earlier identity returns.

A definite case is $K=(1-1/\varepsilon)e^{-\kappa r}/r$, for which $\beta=(1-1/\varepsilon)/\kappa^2$. With $\kappa=1.5$ bohr⁻¹, $\beta=0.9/2.25=0.4$ bohr², and

$$Q_{\rm eff}=11.76-6\cdot10\cdot0.4\cdot2=-36.24\;e\,\text{bohr}^2 .$$

The negative moment reflects a surplus of effective charge near the centre, where screening is incomplete, balanced by a deficit further out. The plateau becomes $-1.106$ mhartree/$e$. The scheme gives $30.2705$ mhartree and the direct difference $29.0139$. The excess is $1.257$ mhartree, or $0.034$ eV, in agreement with (5). It is 4% of the correct correction, but four times the alignment energy found with constant $\varepsilon$.

There is a related trap in taking $Q$ from the total density of a supercell. With macroscopic screening, the localized part of that density carries $q/\varepsilon$, and the remaining $q(1-1/\varepsilon)$ is spread uniformly to keep the total at $q$. Over a cube the mean of $r^2$ is $3\cdot L^2/12=L^2/4$, so the uniform part alone has moment $2\cdot0.9\cdot400/4=180\;e\,\text{bohr}^2$ in the example. It grows as $L^2$ and would turn the $L^{-3}$ term into one of order $L^{-1}$. The moment in (4) belongs to the localized charge before division by $\varepsilon$.

## Beside a real defect

A dielectric constant near 10 and a cell edge near 20 bohr are ordinary values for a semiconductor and a small supercell. A decay length of 0.7 bohr is short: defect states can spread over several bonds. With $b=2$ bohr, formula (1) would give an $L^{-3}$ term of about 5 mhartree, and the fraction of charge beyond $L/2$ would be $e^{-5}(1+5+12.5)\approx12\%$. The charge would then overlap its images, so (1) would no longer be exact and its error would have to be checked. Real crystals also break the assumption of constant $\varepsilon$. The chosen $\kappa$ puts the change of screening at atomic distances, and in this model the scheme then overestimates the correction by $0.034$ eV. A crystal adds local fields and a defect that alters the screening around it; their effect is not computed here. Equation (5) is therefore a measure of sensitivity, not a ready correction for a given material. The numerical output below gives the values in full.

## Calculated quantities

```
Input: q = 2.0 e, eps = 10.0, L = 20.0 bohr
Input: decay length = 0.70 bohr, model width = 1.00 bohr
Madelung constant alpha = 2.837297 (dimensionless)
Second moment, true charge = 11.7600 e bohr^2
Second moment, model charge = 6.0000 e bohr^2
Difference of second moments = 5.7600 e bohr^2
Integral of short-range potential = -1.20637 hartree bohr^3/e
Plateau C at corner, from sum = 0.150796 mhartree/e
Plateau C from moment formula = 0.150796 mhartree/e
Potential difference at face centre = 0.150201 mhartree/e
Isolated energy, true charge = 89.28571 mhartree
Periodic energy, true charge = 61.52849 mhartree
Point-charge term alpha q^2/(2 eps L) = 28.37297 mhartree
Full third-order term, true charge = -0.61575 mhartree
Model lattice correction E_lat = 28.05882 mhartree
Alignment term -qC = -0.30159 mhartree
Sum E_lat - qC = 27.75722 mhartree
Direct E_iso - E_per = 27.75722 mhartree
Alignment term -qC = -0.00821 eV
Direct E_iso - E_per = 0.75531 eV
Width 0.6 bohr: E_lat = 28.25988, -qC = -0.50265, sum = 27.75722 mhartree
Width 1.0 bohr: E_lat = 28.05882, -qC = -0.30159, sum = 27.75722 mhartree
Width 1.6 bohr: E_lat = 27.56873, -qC = 0.18850, sum = 27.75722 mhartree
Anisotropic Gaussian: widths 1.2, 1.2, 1.6 bohr; L = 24 bohr
Anisotropic, moment formula = 0.073934 mhartree/e
Anisotropic, corner = 0.073351 mhartree/e
Anisotropic, face centre x = -0.045639 mhartree/e
Anisotropic, face centre z = 0.323887 mhartree/e
Anisotropic, average of three faces = 0.077537 mhartree/e
Anisotropic, energy remainder = 0.001180 mhartree
Decay exponents in 1/L, cells of 24 and 36 bohr:
  corner error 4.989, face spread 3.015, average error 5.015, energy 5.006
Displacement of true charge = 1.0 bohr
Spurious plateau, from sum = 0.051972 mhartree/e
Spurious plateau, from formula = 0.052360 mhartree/e
Dispersive screening, kappa = 1.50 1/bohr
Dispersive screening, beta = 0.4000 bohr^2
Effective second moment = -36.2400 e bohr^2
Dispersive plateau C = -1.105840 mhartree/e
Dispersive direct E_iso - E_per = 29.01387 mhartree
Dispersive E_lat - qC = 30.27050 mhartree
Overshoot of the scheme = 1.25663 mhartree
Overshoot from formula = 1.25664 mhartree
Overshoot of the scheme = 0.03419 eV
```
